# Does post-development smoothing reduce all line-edge roughness equally?

**Question**

I am modelling resist lines that receive a smoothing step after development. In top-down images the edges look clearly cleaner afterwards, and the rms edge roughness goes down. I had planned to carry this into my device model by multiplying every roughness figure by the same factor, including the variation in mean line width from one 100 nm long gate segment to the next. Is that legitimate? If not, what does the smoothing do to the segment width, and why do the images look so much better?

**Answer**

No single factor will do. Smoothing that acts locally is a low-pass filter along the line, and the mean width of a long segment is set by the low frequencies that such a filter passes. How much each figure improves depends on three lengths: the smoothing length $a$, the correlation length $\xi$ of the roughness and the segment length $L$.

"Local width variation" can mean two things. The width measured point by point does improve as much as the edge does, if the two edges are independent and alike. The width averaged over a segment, which you need, behaves differently.

**What smoothing does to one wavelength**

Let $x(y,t)$ be the displacement of an edge from its mean line, with $y$ along the line. As a model, let the edge move along its normal at a speed $D$ times its curvature, so that bumps recede and hollows fill. The normal speed is $x_t/\sqrt{1+x_y^2}$ and the curvature is $x_{yy}/(1+x_y^2)^{3/2}$, where subscripts denote derivatives. Hence

$$x_t=\frac{D\,x_{yy}}{1+x_y^2}=D\,\partial_y\arctan x_y .$$

The right side is a derivative along the line. Integrated over a segment, it leaves contributions from the two ends alone:

$$\frac{d}{dt}\,\frac1L\int_0^L x\,dy=\frac DL\Big[\arctan x_y\Big]_0^L .$$

This is the physical core of the matter. Everything that happens inside the segment rearranges the edge without changing its mean position. The mean can change only through the ends, and their influence is diluted by $1/L$.

For small slopes $\arctan x_y\approx x_y$, and the equation becomes $x_t=D\,x_{yy}$. A component of wavenumber $q=2\pi/\lambda$ then decays at the rate $Dq^2$, so after time $t$ its amplitude is multiplied by

$$H(q)=e^{-q^2Dt}=e^{-q^2a^2/2},\qquad a^2=2Dt .$$

This is the same as convolving the edge with a normalized Gaussian of standard deviation $a$. The amplitude is halved when $q^2a^2/2=\ln2$, that is, at $\lambda=\pi a\sqrt{2/\ln 2}$.

Take round model parameters: rms roughness $\sigma=1.5$ nm, $\xi=10$ nm and $a=8$ nm. The half-amplitude wavelength is 43 nm. A 20 nm ripple keeps 4% of its amplitude, a 100 nm wiggle keeps 88%, and a 400 nm wiggle keeps 99%.

**What it does to the rms roughness**

Assume that the roughness is statistically uniform along the line, with autocorrelation $R(u)=\sigma^2e^{-|u|/\xi}$. Its spectral density is

$$S(q)=\int_{-\infty}^{\infty}R(u)\,e^{-iqu}\,du=\frac{2\sigma^2\xi}{1+q^2\xi^2},\qquad \sigma^2=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,S(q).$$

Smoothing multiplies amplitudes by $H$ and therefore the spectral density by $H^2$:

$$S_s(q)=S(q)\,e^{-q^2a^2},\qquad S_s(0)=S(0)=2\sigma^2\xi .$$

In real space, the factor $e^{-q^2a^2}$ is a convolution of $R$ with a Gaussian of variance $2a^2$:

$$R_s(u)=\frac{\sigma^2}{2a\sqrt\pi}\int_{-\infty}^{\infty}e^{-|v|/\xi}\,e^{-(v-u)^2/4a^2}\,dv .$$

For $v>0$, complete the square:

$$\frac{(v-u)^2}{4a^2}+\frac v\xi=\left(\frac{v-u}{2a}+\frac a\xi\right)^2-\frac{a^2}{\xi^2}+\frac u\xi .$$

With the bracket as the new variable, $dv$ becomes $2a$ times its differential, and the lower limit $v=0$ becomes $a/\xi-u/2a$. The integral is then a complementary error function, since $\int_z^\infty e^{-s^2}ds=\tfrac{\sqrt\pi}{2}\,\mathrm{erfc}\,z$. The part with $v<0$ follows by replacing $u$ with $-u$. Together,

$$R_s(u)=\frac{\sigma^2}{2}e^{a^2/\xi^2}\left[e^{-u/\xi}\,\mathrm{erfc}\!\left(\frac a\xi-\frac u{2a}\right)+e^{u/\xi}\,\mathrm{erfc}\!\left(\frac a\xi+\frac u{2a}\right)\right].$$

At $u=0$ this gives the new variance:

$$\sigma_s^2=g\,\sigma^2,\qquad g=e^{a^2/\xi^2}\,\mathrm{erfc}(a/\xi).$$

Here $a/\xi=0.8$ and $g=0.489$. The rms roughness falls from 1.50 nm to $1.50\sqrt{0.489}=1.05$ nm, a reduction of 30%. The result depends on $\xi$ as well as on the process: with the same $\sigma$ and $a$, the reduction is 45% for $\xi=5$ nm but 10% for $\xi=40$ nm.

**What it does to the segment width**

Let $m=\frac1L\int_0^Lx\,dy$ be the mean edge position in a segment, and let $V$ be its variance. Averaging the product of two such integrals gives a double integral of $R(y-y')$. Pairs of points at separation $u$ occupy a length $L-u$, and each separation occurs with both signs, so

$$V=\frac1{L^2}\int_0^L\!\!\int_0^L R(y-y')\,dy\,dy'=\frac2{L^2}\int_0^L(L-u)\,R(u)\,du .$$

Integration by parts gives $\int_0^L(L-u)e^{-u/\xi}du=L\xi-\xi^2(1-e^{-L/\xi})$. Before smoothing, therefore,

$$V=\frac{2\sigma^2\xi}{L}\left[1-\frac\xi L\left(1-e^{-L/\xi}\right)\right].$$

For $L=100$ nm this is $0.45\times0.90=0.405$ nm². The width is the difference of the two edge positions. For independent edges the variances add, so the segment-mean width has standard deviation $\sqrt{2V}=0.900$ nm.

To see what smoothing removes, go to Fourier space. Averaging over the segment multiplies each amplitude by a factor of modulus $|\sin(qL/2)/(qL/2)|$. The variance after smoothing, $V_s$, has the extra factor $e^{-q^2a^2}$, so

$$V-V_s=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,S(q)\left(1-e^{-q^2a^2}\right)\frac{4\sin^2(qL/2)}{q^2L^2}.$$

Write $\sin^2(qL/2)=\tfrac12(1-\cos qL)$. The function multiplying the cosine is smooth in $q$, so when $L$ is much longer than $a$ and $\xi$ the rapid oscillation cancels that part. What remains is

$$A=\frac2{L^2}\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,S(q)\,\frac{1-e^{-q^2a^2}}{q^2}.$$

Split the integrand with

$$\frac{S(q)}{q^2}=2\sigma^2\xi\left[\frac1{q^2}-\frac{\xi^2}{1+q^2\xi^2}\right].$$

For the first term, let $J(a)=\int(1-e^{-q^2a^2})\,q^{-2}dq$ over all $q$. Then $dJ/da=2a\int e^{-q^2a^2}dq=2\sqrt\pi$, and $J(0)=0$, so $J=2a\sqrt\pi$ and $J/2\pi=a/\sqrt\pi$. For the second term, the total variance removed is already known:

$$\int\frac{dq}{2\pi}\,\frac{2\sigma^2\xi}{1+q^2\xi^2}\left(1-e^{-q^2a^2}\right)=\sigma^2(1-g).$$

Multiplying by $\xi^2/(2\sigma^2\xi)=\xi/2\sigma^2$ turns this into $\tfrac\xi2(1-g)$. Thus

$$A=\frac{4\sigma^2\xi}{L^2}\left[\frac a{\sqrt\pi}-\frac\xi2(1-g)\right].$$

For shorter segments $A$ is no longer the value of the loss, but it still limits it. The integrand of $V-V_s$ is nowhere negative, and $\sin^2\le1$, so $0\le V-V_s\le2A$ for every $L$ in this model.

In the example the prefactor is $4\times2.25\times10/100^2=0.0090$ nm, and the bracket is $4.51-2.55=1.96$ nm. The loss is 0.0176 nm² out of 0.405 nm². The standard deviation of the segment width goes from 0.900 nm to 0.880 nm, a reduction of 2.2%. Your common factor would have predicted 0.63 nm.

The dependence on segment length is:

| $L$ (nm) | before (nm) | after (nm) | reduction |
|---|---|---|---|
| 20 | 1.598 | 1.390 | 13% |
| 50 | 1.201 | 1.142 | 4.9% |
| 100 | 0.900 | 0.880 | 2.2% |
| 400 | 0.468 | 0.466 | 0.5% |

For long segments $V$ falls as $1/L$ and the loss as $1/L^2$, so the fractional benefit falls as $1/L$. At $L=20$ nm the segment is not long compared with $a$, and the benefit is no longer negligible.

**Two limits**

If $a\ll\xi$, then $g\approx1-2a/(\sqrt\pi\,\xi)+a^2/\xi^2$, and the bracket in $A$ reduces to $a^2/2\xi$. If also $\xi\ll L$, so that $V\approx2\sigma^2\xi/L$, the fractional loss of segment variance is $a^2/(\xi L)$, which is second order in $a$. The rms roughness already responds at first order.

If $\xi\ll a\ll L$, then $g\approx\xi/(a\sqrt\pi)$, which can be made as small as you like by reducing $\xi$. The edge then looks almost perfectly smooth compared with its former state. Yet the bracket tends to $a/\sqrt\pi$, and the fractional loss of segment variance is $2a/(\sqrt\pi L)$, which is still small. A dramatic fall in rms roughness therefore says little about long segments.

**How a smoother edge can keep the same width variation**

The area under the autocorrelation is $S(0)=45$ nm³ before and after. Dividing it by the variance gives an effective correlated length: $45/2.25=20$ nm before and $45/1.10=41$ nm after. The smoothed edge has smaller excursions, but they stay on the same side for longer. A long segment thus contains fewer independent pieces, and their average cancels less well. To leading order in $1/L$ the two changes compensate, because $V\approx S(0)/L$ in both cases.

**Why the images look so much better**

Suppose that an image shows a 100 nm length of edge, and the roughness is measured from the mean position within that image. Since

$$\frac1L\int_0^L(x-m)^2dy=\frac1L\int_0^Lx^2dy-m^2,$$

the average variance seen is $\sigma^2-V$. The part $V$, which smoothing barely touches, has been subtracted. What remains is

$$\sqrt{2.25-0.405}=1.36\ \text{nm before},\qquad \sqrt{1.10-0.387}=0.84\ \text{nm after}.$$

The image reports a 38% improvement, against 30% for the full edge roughness and 2.2% for the segment width. All three numbers are correct, but they answer different questions. The 38% belongs to a 100 nm field with only the mean removed and no image noise. For a 1000 nm field $V$ is small and the image reports 31%, close to the full edge figure; subtracting a straight line over 100 nm raises it to 46%, and 1 nm rms of uncorrelated image noise, present before and after, lowers it to 22%.

**How far the model can be trusted**

The exponential autocorrelation has no smallest scale, so its mean-square slope is unbounded and the small-slope step needs checking. I ran the full flow, with the arctangent, on simulated edges sampled every 1 nm. The edge roughness ratio after/before was 0.704, against 0.702 for the linear filter on the same edges. For the segment mean the two ratios were 0.9788 and 0.9785. For these parameters and this sampling the linear filter is adequate. Separate simulated lines, with both edges smoothed in real space, also agree with the formulas for the width; the values are in the numerical output.

The numbers above assume independent edges. If both edges are smoothed by the same linear filter, their difference, the width, passes through that filter too, and its spectral density at $q=0$ is unchanged whether or not the edges are correlated. The conclusion for long segments carries over as long as this density is not small compared with its values at shorter wavelengths; a correlation that is the same at all wavelengths leaves the percentages unchanged. If the two edges move together mainly at long wavelengths, it is small: the segment width then varies less to begin with, and smoothing can remove a larger fraction of that variation.

The percentages above belong to curvature-driven smoothing; another smoothing mechanism would give $H$ a different shape and change them. For the conclusion about long segments, the essential assumption is that $H(q)\to1$ as $q\to0$: a uniform displacement of an edge is left alone. The $1/L$ law needs more, namely that $\int(1-H^2)\,q^{-2}dq$ converges at $q=0$. For $H^2=e^{-b|q|}$, tuned to the same 30% cut in rms roughness, the benefit falls only as $\ln L/L$ and is 5.9% at $L=100$ nm. A process that pulls wide and narrow lines toward a common width violates this, because it acts on the width at $q=0$. It could reduce segment variation, but by a different mechanism from local smoothing. Smoothing whose strength varies along the line, or which shifts the mean width by a varying amount, also lies outside this analysis and could add variation of its own.

**What to put in the device model**

If your smoothing step fits this model, filter the spectrum, $S_s=S\,e^{-q^2a^2}$, and compute each quantity that is linear in the width from $S_s$ with its own averaging length. Quantities that are nonlinear in the local width, such as a leakage current or the narrowest point of a segment, also depend on the point-wise variance and can gain much more than the mean width does. For Gaussian roughness and independent edges, the mean of $e^{-\delta w/\ell}$, with $\delta w$ the local width deviation, is $e^{\sigma^2/\ell^2}$; for an illustrative $\ell=2$ nm it falls from 1.75 to 1.32. To lower the width variation of long segments, reduce $S(0)=2\sigma^2\xi$ before the smoothing step, where exposure and resist chemistry set the roughness. Within this model, the alternative is a smoothing length comparable with the segment: to cut the 100 nm width variation by the same 30% as the edge roughness, $a$ would have to rise from 8 nm to about 56 nm.

## Table of computed values

```
rms edge roughness before: 1.500 nm
correlation length: 10.0 nm
smoothing length a: 8.0 nm
flow dose D*t = a^2/2: 32.0 nm^2
half-amplitude wavelength: 42.7 nm
amplitude factor: formula, curvature flow (no unit)
  wavelength 20 nm: 0.0425, 0.0425
  wavelength 40 nm: 0.4540, 0.4543
  wavelength 100 nm: 0.8813, 0.8814
  wavelength 200 nm: 0.9689, 0.9689
  wavelength 400 nm: 0.9921, 0.9921
zero-frequency spectral density, unchanged: 45.0 nm^3
variance factor g: 0.4891
rms edge roughness after: 1.049 nm
edge roughness ratio after/before: 0.6994
point-wise width sd before: 2.121 nm
point-wise width sd after: 1.484 nm
sd of segment-mean width: before, after, ratio
  L 20 nm: 1.5983 nm, 1.3901 nm, 0.8697
  L 50 nm: 1.2010 nm, 1.1417 nm, 0.9506
  L 100 nm: 0.9000 nm, 0.8802 nm, 0.9780
  L 200 nm: 0.6538 nm, 0.6471 nm, 0.9896
  L 400 nm: 0.4684 nm, 0.4660 nm, 0.9950
V at L=100 nm before: 0.40500 nm^2
V at L=100 nm after: 0.38737 nm^2
loss of V at L=100 nm: 0.01763 nm^2
long-segment formula A: 0.01763 nm^2
width sd at L=100 nm if all were removed equally: 0.6294 nm
edge sd inside 100 nm window before: 1.358 nm
edge sd inside 100 nm window after: 0.844 nm
ratio inside window: 0.6217
simulated ratios for width: point-wise, segment mean, inside
  0.7009, 0.9778, 0.6229
one-edge ratios, nonlinear flow: point-wise, segment mean, inside
  0.7037, 0.9788, 0.6266
one-edge ratios, linear filter on the same edges
  0.7020, 0.9785, 0.6245
edge roughness ratio for other correlation lengths, same a
  xi 5 nm: 0.5531
  xi 20 nm: 0.8190
  xi 40 nm: 0.8995
a needed for equal cut of width sd at L=100 nm: 56.1 nm
```
